# Bogomolny equations and the type I/type II boundary in Ginzburg-Landau theory

A superconductor in a magnetic field can expel the flux or let it in as vortices. A weak enough field is always expelled; in Ginzburg-Landau theory, whether a vortex state is preferred in some range of stronger fields depends on $\kappa=\lambda/\xi$, the ratio of penetration depth to coherence length. This problem finds where the behaviour changes, and why, by rearranging the energy.

**Setting.** The material is isotropic, static and uniform along $z$, and is treated in mean field. With pair charge $e^*=2e$ (the direction of $z$ absorbs its sign), the free-energy density is

$$\alpha|\Psi|^2+\tfrac{\beta}{2}|\Psi|^4+\frac{|(-i\hbar\nabla-e^*\mathbf A)\Psi|^2}{2m^*}+\frac{B^2}{2\mu_0},\qquad \alpha<0 .$$

The uniform state has $|\Psi|^2=|\alpha|/\beta$ and energy density $-\alpha^2/2\beta\equiv-B_c^2/2\mu_0$. Define $\xi^2=\hbar^2/2m^*|\alpha|$ and $\lambda^2=m^*\beta/(\mu_0e^{*2}|\alpha|)$. Then

$$B_c^2=\frac{\mu_0\alpha^2}{\beta}=\frac{\hbar^2}{2e^{*2}\xi^2\lambda^2},\qquad \sqrt2\,B_c=\frac{\hbar}{e^*\xi\lambda}.$$

Measure length in $\lambda$, $\Psi$ in its bulk value, field in $\sqrt2B_c$ and energy density in $B_c^2/\mu_0=\alpha^2/\beta$. The gradient term becomes $|\mathbf D\psi|^2$ with $\mathbf D=-i\nabla/\kappa-\mathbf A$, and the field term becomes $b^2$. Adding $\tfrac12$ puts the zero of energy at the uniform superconductor. Per unit length along $z$,

$$F=\int d^2r\,\Big[|\mathbf D\psi|^2+b^2+\tfrac12(1-\rho)^2\Big],\quad \rho=|\psi|^2,\quad b=\partial_xA_y-\partial_yA_x. \tag{1}$$

## (a) Field equations, flux and critical field

**Find the field equations, the flux of $N$ vortices, and the thermodynamic critical field $H_c$.**

*Solution.* Vary $\psi^*$ and $\mathbf A$, integrating by parts with no boundary contribution. The derivative of $|\mathbf D\psi|^2$ with respect to $\mathbf A$ is $-2\mathbf J$, where $\mathbf J=\mathrm{Re}(\psi^*\mathbf D\psi)$. Therefore

$$\mathbf D^2\psi=(1-\rho)\psi,\qquad \nabla\times(b\hat z)=\mathbf J. \tag{2}$$

Far from vortices $\rho\to1$ and $\mathbf D\psi\to0$, so $\mathbf A=\nabla\theta/\kappa$, with $\theta$ the phase of $\psi$. A phase winding of $2\pi N$ gives the flux

$$\Phi=2\pi N/\kappa. \tag{3}$$

In an applied field $h$ the quantity to minimise is $G=F-2h\Phi$. The normal state has density $b^2+\tfrac12-2hb$, with minimum $\tfrac12-h^2$ at $b=h$. The field-free superconductor has density zero. They are equal at $H_c=1/\sqrt2$.

## (b) Completing the square

**Rewrite $F$ using $D_+=D_x+iD_y$, for any $\kappa$.**

*Solution.* In $D_xD_y-D_yD_x$ the second derivatives and the terms $A_x\partial_y\psi$, $A_y\partial_x\psi$ cancel. What remains is

$$[D_x,D_y]\psi=\frac{i}{\kappa}b\,\psi. \tag{4}$$

Expanding the modulus,

$$|D_+\psi|^2=|\mathbf D\psi|^2-2\,\mathrm{Im}\,X,\qquad X=(D_x\psi)^*D_y\psi. \tag{5}$$

To identify $\mathrm{Im}X$, use $\partial_j=i\kappa(D_j+A_j)$. In the derivative of a product $\chi^*\eta$ the $A_j$ terms cancel:

$$\partial_j(\chi^*\eta)=-i\kappa(D_j\chi)^*\eta+i\kappa\chi^*D_j\eta .$$

Apply this to $J_y$ and $J_x$ and subtract:

$$\partial_xJ_y-\partial_yJ_x=\mathrm{Re}\big[-i\kappa(X-X^*)+i\kappa\psi^*[D_x,D_y]\psi\big]=2\kappa\,\mathrm{Im}X-b\rho .$$

Thus

$$|\mathbf D\psi|^2=|D_+\psi|^2+\frac1\kappa\big(b\rho+\partial_xJ_y-\partial_yJ_x\big). \tag{6}$$

The other two terms also form a square:

$$b^2+\tfrac12(1-\rho)^2=\Big[b-\frac{1-\rho}{\sqrt2}\Big]^2+\sqrt2\,b(1-\rho). \tag{7}$$

The curl of $\mathbf J$ integrates to a boundary circulation, which vanishes when $\mathbf J$ decays fast enough. Adding (6) and (7),

$$F=\int\!\Big\{|D_+\psi|^2+\Big[b-\frac{1-\rho}{\sqrt2}\Big]^2\Big\}d^2r+\sqrt2\,\Phi+\Big(\frac1\kappa-\sqrt2\Big)\!\int b\rho\,d^2r. \tag{8}$$

Equation (6) also gives the upper critical field. For small $\psi$ in uniform $b$ on the whole plane, where the boundary circulation of $\mathbf J$ vanishes, its integral shows that $\mathbf D^2$ has no eigenvalue below $b/\kappa$. This value is reached by $\psi=e^{-\kappa br^2/4}$ with $\mathbf A=\tfrac b2(-y,x)$, for which $D_+\psi=0$. The linearised equation $\mathbf D^2\psi=\psi$ therefore first has a bounded solution, as the field is lowered, at $b=H_{c2}=\kappa$. This is the bulk result. At a flat insulating surface parallel to the field the boundary term survives and the lowest eigenvalue drops to $0.590\,b/\kappa$, so a surface layer nucleates already at $1.695\,H_{c2}$.

## (c) The special coupling

**For which $\kappa$ does (8) bound $F$ by the flux alone? When is the bound reached?**

*Solution.* The last term disappears at $\kappa=1/\sqrt2$. Equation (3) then gives $\Phi=2\sqrt2\,\pi N$, so that

$$F\ge\sqrt2\,\Phi=4\pi N,\qquad \kappa=\frac1{\sqrt2}. \tag{9}$$

Equality requires both squares to vanish:

$$D_+\psi=0,\qquad b=\frac{1-\rho}{\sqrt2}. \tag{10}$$

These are the Bogomolny equations. For $N<0$, reflecting $y$ replaces $D_+$ by $D_x-iD_y$ and $b$ by $-b$, and the bound becomes $4\pi|N|$. A solution of (10) also satisfies (2): it minimises $F$ at fixed winding, and a local variation cannot change the winding.

## (d) The wall between normal metal and superconductor

**At $h=H_c$ the two phases can coexist. Find the energy and profile of a flat wall between them at $\kappa=1/\sqrt2$.**

*Solution.* Let the superconductor lie at $x\to-\infty$, with $\psi=f(x)$ real and $\mathbf A=(0,A(x))$. Since $2H_c=\sqrt2$, the wall energy per area is $G=F-\sqrt2\,\Phi$, now counted per unit length in $y$. The current $J_y=-A\rho$ vanishes on both sides, so (8) applies:

$$G=\int\{\text{squares}\}\,dx+\Big(\frac1\kappa-\sqrt2\Big)\int b\rho\,dx. \tag{11}$$

At $\kappa=1/\sqrt2$ we have $G\ge0$, with equality if (10) has a wall solution. Here $D_+\psi=-i(f'/\kappa+Af)$, so the equations are

$$f'=-\kappa Af,\qquad A'=\frac{1-f^2}{\sqrt2}. \tag{12}$$

They give $\rho'=-2\kappa A\rho$ and $(A^2)'=\sqrt2A(1-\rho)$. Dividing,

$$\frac{dA^2}{d\rho}=-\frac{1-\rho}{\sqrt2\,\kappa\rho}\quad\Rightarrow\quad A^2=\frac{\rho-1-\ln\rho}{\sqrt2\,\kappa}, \tag{13}$$

where $A=0$ at $\rho=1$ fixes the constant. At $\kappa=1/\sqrt2$ the denominator is one, and the position follows from

$$dx=-\frac{d\rho}{\rho\sqrt{2(\rho-1-\ln\rho)}} .$$

The integral diverges logarithmically as $\rho\to1$ and as $\sqrt{-\ln\rho}$ when $\rho\to0$. The curve therefore runs from one bulk phase to the other, and the wall energy is zero.

The wall still has structure: $\rho$ falls from $0.9$ to $0.1$ over $3.447\lambda$. Its energy density is $\kappa^{-1}\,dJ_y/dx=-\sqrt2\,(A\rho)'$, which is negative on the superconducting side, positive on the normal side, and integrates to zero. The lost condensation energy and gradient cost are balanced by the magnetic energy gained where the field penetrates.

## (e) The wall at other values of $\kappa$

**Determine the sign of the wall energy on each side of $1/\sqrt2$, and its slope there.**

*Solution.* For $\kappa>1/\sqrt2$, use the solution of (12) at that $\kappa$ as a trial state. Formula (13) shows that it exists. Its squares vanish, leaving

$$G_{\rm trial}=\Big(\frac1\kappa-\sqrt2\Big)\int b\rho\,dx<0,$$

because $b=(1-\rho)/\sqrt2>0$. The minimum is lower still or equal, hence negative.

For $\kappa<1/\sqrt2$, take the true wall. Equation (2) gives $A''=\rho A$, so $(A^2)''=2A'^2+2\rho A^2\ge0$. Thus $A^2$ is convex. It tends to zero at $-\infty$ and so cannot decrease. Since $b=A'\to1/\sqrt2$ on the right, $A$ is positive there, and it follows that $b\ge0$ throughout. Both terms of (11) are then non-negative and the last is positive, so $G>0$.

Near $\kappa=1/\sqrt2$, assume that the minimiser changes smoothly. Each expression inside a square is then of first order in $\kappa-1/\sqrt2$, and the squares are of second order. Differentiating the prefactor $1/\kappa$ gives

$$\left.\frac{dG}{d\kappa}\right|_{1/\sqrt2}=-2\int b\rho\,dx=-\int_0^1\frac{1-\rho}{\sqrt{\rho-1-\ln\rho}}\,d\rho=-1.096 .$$

Numerical solution of the second-order equations agrees with this slope. Farther away it gives the following values, in units of $B_c^2\lambda/\mu_0$. The lower bound is the last term of (11) for the numerical wall.

| $\kappa$ | lower bound | $G$ | trial state |
|---|---:|---:|---:|
| 0.5 | 0.297 | 0.338 | 0.382 |
| 1 | −0.242 | −0.216 | −0.191 |

A positive wall energy disfavours dividing the sample into many domains: this is type I. A negative one favours creating more wall, so flux enters finely divided: this is type II.

## (f) From two equations to one

**At $\kappa=1/\sqrt2$, reduce (10) to one equation for vortices with zeros at chosen points $z_i=x_i+iy_i$.**

*Solution.* Try

$$\psi=e^{w/2}\prod_{i=1}^N(z-z_i),\qquad \mathbf A=\frac1{2\kappa}(\partial_yw,-\partial_xw), \tag{14}$$

with $w$ real and smooth. The operator $\partial_x+i\partial_y$ annihilates any polynomial in $z=x+iy$, so

$$(\partial_x+i\partial_y)\psi=\tfrac12(\partial_xw+i\partial_yw)\psi=i\kappa(A_x+iA_y)\psi .$$

This is $D_+\psi=0$. The field is $b=-\nabla^2w/2\kappa$. Put $u=\ln\rho=w+\sum_i\ln|z-z_i|^2$ and use $\nabla^2\ln|z-z_i|^2=4\pi\delta(\mathbf r-\mathbf r_i)$. Since $2\kappa b=\sqrt2\,\kappa(1-\rho)=1-e^u$, the second equation becomes

$$\nabla^2u=e^u-1+4\pi\sum_{i=1}^N\delta(\mathbf r-\mathbf r_i),\qquad u\to0\ \text{at infinity}. \tag{15}$$

## (g) Can the vortices be placed anywhere?

**Show that (15) has one solution for every choice of zeros, and find the energy.**

*Solution.* The proof traps a decreasing sequence between two functions. The upper one is $0$. The lower one is

$$s=-\sum_i\ln\Big(1+\frac{\mu}{r_i^2}\Big),\quad \mu=4N,\quad r_i=|\mathbf r-\mathbf r_i| .$$

Direct differentiation gives $\nabla^2\ln(r_i^2+\mu)=4\mu/(r_i^2+\mu)^2$. With $a_i=\mu/(r_i^2+\mu)$, which lies between 0 and 1,

$$\nabla^2s-4\pi\sum_i\delta(\mathbf r-\mathbf r_i)=-\sum_i\frac{4a_i}{r_i^2+\mu}\ge-\frac1N\sum_ia_i .$$

Also $e^s=\prod_i(1-a_i)$, so $1-e^s\ge\max_ia_i\ge\frac1N\sum_ia_i$. Therefore

$$\nabla^2s\ge e^s-1+4\pi\sum_i\delta(\mathbf r-\mathbf r_i). \tag{16}$$

Start from $u_0=0$ and solve the linear equations

$$(\nabla^2-1)u_{n+1}=g(u_n)+4\pi\sum_i\delta(\mathbf r-\mathbf r_i),\qquad g(u)=e^u-1-u .$$

For $u\le0$, $g$ decreases with $u$. We also need a maximum principle: if $(\nabla^2-1)\varphi\ge0$ and $\varphi\to0$ at infinity, then $\varphi\le0$, because at a positive maximum $\nabla^2\varphi-\varphi<0$.

- First step: $(\nabla^2-1)u_1\ge0$, so $u_1\le u_0$.
- Descent: if $u_n\le u_{n-1}$, then $(\nabla^2-1)(u_{n+1}-u_n)=g(u_n)-g(u_{n-1})\ge0$, so $u_{n+1}\le u_n$.
- Lower limit: if $s\le u_n$, then (16) gives $(\nabla^2-1)(s-u_{n+1})\ge g(s)-g(u_n)\ge0$, so $s\le u_{n+1}$.

The sequence decreases and is bounded below by $s$, so it converges. Writing each step as an integral with the integrable Green function of $\nabla^2-1$ and taking the limit shows that the limit solves (15). It vanishes at infinity because $s$ does.

Two solutions $u$ and $\tilde u$ satisfy $\nabla^2(u-\tilde u)=e^u-e^{\tilde u}$, since the delta functions cancel. Suppose $u-\tilde u$, which vanishes at infinity, had a positive maximum. Away from the zeros the right side would be positive there, while the Laplacian at a maximum is not positive. At a zero the right side vanishes, but it is positive on a small punctured disc around it; by the divergence theorem the average of $u-\tilde u$ over circles then grows with radius, so the centre is not a maximum. A positive maximum is therefore impossible, and exchanging the two shows that they coincide.

For the boundary terms, set $U=-u\ge0$. Far out $U$ is small, so for any $m<1$ we have $\nabla^2U=1-e^{-U}\ge m^2U$ beyond some radius. There $\nabla^2e^{-mr}\le m^2e^{-mr}$. Choose $C$ so that $Ce^{-mr}\ge U$ on that circle. The same maximum argument gives $U\le Ce^{-mr}$ outside it. The integral equation carries this decay to the gradients, so the boundary current vanishes. Integrating (15) over the plane gives $2\kappa\Phi=4\pi N$, in agreement with (3). Hence, for any positions,

$$F=4\pi N. \tag{17}$$

The energy does not depend on position, so there is no static force, even when the cores overlap. Numerically, pairs at separations $0,2,4,6\lambda$ all have $F=25.133=8\pi$, evaluated from (1). An irregular triple has $F=37.699=12\pi$.

The result concerns static vortices of the same orientation. A vortex-antivortex pair has $N=0$, where the bound is merely $F\ge0$. Moving vortices, pinning and extra terms in (1) also lie outside the argument.

## (h) Vortices away from the special point

**Find the pair interaction near $\kappa=1/\sqrt2$, and compare the field $H_{c1}$ for entry of one vortex with $H_c$.**

*Solution.* Start from the solution of (10) whose zeros are a distance $d$ apart, and let it relax in every way except along that family of solutions, so that $d$ keeps labelling the state. Pinning the zeros alone would not define the problem, since in two dimensions $\psi$ can be forced to vanish at a point at arbitrarily small energy cost. Assume again that the relaxed state depends smoothly on $\kappa$. The squares in (8) are then of second order, and the term $\sqrt2\,\Phi$ cancels between the pair and two isolated vortices. To first order,

$$V(d)\simeq\Big(\frac1\kappa-\sqrt2\Big)\big[I(d)-2I_1\big],\qquad I=\int b\rho\,d^2r, \tag{18}$$

with $I$ evaluated at $\kappa=1/\sqrt2$. There

$$I=\frac1{\sqrt2}\Big[4\pi N-\int(1-\rho)^2d^2r\Big],$$

because the flux fixes $\int(1-\rho)\,d^2r=\sqrt2\,\Phi=4\pi N$. The interaction therefore measures how bringing the vortices together changes $\int(1-\rho)^2$. The computed slopes $dV/d\kappa=-2[I(d)-2I_1]$ at $\kappa=1/\sqrt2$ are:

| $d/\lambda$ | 0 | 2 | 4 | 6 |
|---|---:|---:|---:|---:|
| $dV/d\kappa$ | 4.52 | 4.19 | 1.98 | 0.47 |

They are positive and fall with distance. At these separations, then, $V$ is positive just above $1/\sqrt2$ and negative just below, and its size shrinks as the vortices part. This is repulsion on the type II side and attraction on the type I side.

For $\kappa$ farther from $1/\sqrt2$, a double vortex ($d=0$) can be compared with two single ones using (2). The difference $F_2-2F_1$ is $-1.852$ at $\kappa=0.5$ and $+0.664$ at $\kappa=1$. For $\kappa=1$, (18) would give $(1-1.414)(-4.521/2)=0.936$, which is 41% above the computed value. The sign survives, but the first-order size is poor this far from $\kappa=1/\sqrt2$.

One vortex becomes favourable when $F_1-2h\Phi=0$, so

$$H_{c1}=\frac{F_1}{2\Phi}=\frac{\kappa F_1}{4\pi}. \tag{19}$$

For $\kappa>1/\sqrt2$, solutions of (10) again serve as trial states. The only change in (15) is a factor $\sqrt2\,\kappa$ multiplying $e^u-1$, which a change of length unit removes. Equation (8) then gives $F_1<\sqrt2\,\Phi$, and hence $H_{c1}<H_c<H_{c2}$.

For $\kappa<1/\sqrt2$, consider the radial vortex and let $q=1-\kappa rA_\theta$, which runs from 1 at the centre to 0 at infinity. Then $b=-q'/(\kappa r)$, and (2) gives $(q'/r)'=\rho q/r$. Where $q'=0$ this reads $q''=\rho q$, which forbids a positive maximum or a negative minimum. So $q$ never increases and $b\ge0$. Equation (8) now gives $F_1>\sqrt2\,\Phi$, so $H_{c1}>H_c$. This entry field is formal, since in the bulk the normal state is already preferred above $H_c$. A surface layer can stay superconducting above $H_c$ when $\kappa>0.417$; at $\kappa=0.5$ it does so up to $1.198\,H_c$.

| $\kappa$ | $F_1$ | $H_{c1}/H_c$ | $H_{c2}/H_c$ |
|---|---:|---:|---:|
| 0.5 | 21.813 | 1.227 | 0.707 |
| $1/\sqrt2$ | 12.566 | 1.000 | 1.000 |
| 1 | 7.268 | 0.818 | 1.414 |

For example, at $\kappa=1$, $H_{c1}/H_c=\sqrt2\times7.268/(4\pi)=0.818$.

## (i) Physical size

**Find $B_c$ and the vortex line energy for a model with $\kappa=1/\sqrt2$ and $\lambda=1000$ bohr.**

*Solution.* Here $\xi=\lambda/\kappa=1414.2$ bohr. In Hartree atomic units $\hbar=e=1$ and $e^*=2$, so

$$B_c=\frac1{2\sqrt2\,\xi\lambda}=\frac1{2\sqrt2\,(1414.2)(1000)}=2.500\times10^{-7}\ \text{a.u.},$$

or $0.0588$ T. With $\mu_0=4\pi\alpha_{\rm fs}^2=6.692\times10^{-4}$, where $\alpha_{\rm fs}$ is the fine-structure constant, the line energy is

$$4\pi\frac{B_c^2\lambda^2}{\mu_0}=12.566\times\frac{(2.500\times10^{-7})^2(1000)^2}{6.692\times10^{-4}}=1.174\times10^{-3}\ \text{hartree/bohr},$$

or $9.67\times10^{-11}$ J/m. By (17), each further vortex of the same orientation adds this same amount, wherever it is placed. This holds for the functional (1) at exactly $\kappa=1/\sqrt2$ in a sample uniform along $z$; in a real material, terms beyond (1), surfaces and pinning are not covered and can make the energy depend on position. The numerical check below covers the identity, the walls and the vortex energies.

## Values computed for the example and the checks

```
kappa_c = 1/sqrt(2) = 0.707107
Reduced units: length lambda, energy density Bc^2/mu0
kappa 0.5000: wall energy 0.33809, lower bound 0.29664, trial 0.38190
kappa 0.7071: wall energy -0.00000, lower bound 0.00000, trial 0.00000
  largest first-order residual 3.2e-09
  width rho 0.9 to 0.1: 3.4474 lambda, quadrature 3.4474
kappa 1.0000: wall energy -0.21585, lower bound -0.24162, trial -0.19095
wall slope d(sigma)/d(kappa): solved -1.0967, formula -1.0964
kappa 0.5000: F1 21.8130, F2 41.7742, F2-2F1 -1.8518
  Hc1/Hc 1.2274, Hc2/Hc 0.7071
kappa 0.7071: F1 12.5664, F2 25.1327, F2-2F1 0.0000
  Hc1/Hc 1.0000, Hc2/Hc 1.0000
kappa 1.0000: F1 7.2681, F2 15.2000, F2-2F1 0.6637
  Hc1/Hc 0.8180, Hc2/Hc 1.4142
d(F2-2F1)/d(kappa) at kappa_c: solved 4.5233, formula 4.5206
4 pi = 12.5664, 8 pi = 25.1327, 12 pi = 37.6991
one vortex: F 12.5664, overlap 5.1950
pair d = 0 lambda: F 25.1327, dV/dkappa 4.5206
pair d = 2 lambda: F 25.1327, dV/dkappa 4.1921
pair d = 4 lambda: F 25.1327, dV/dkappa 1.9750
pair d = 6 lambda: F 25.1327, dV/dkappa 0.4676
triple zeros (0,0), (2,1.5), (-1,2.4) lambda: F 37.6991
model lambda 1000 bohr, xi 1414.2 bohr
flux quantum 3.141593 a.u., mu0 6.69176e-04 a.u.
critical field Bc 2.5000e-07 a.u. = 0.05876 T
vortex line energy 1.1737e-03 hartree/bohr = 9.6696e-11 J/m
```
